The leading tunnelling correction from thermal averaging over an inverted parabola

**Q:** In a rate model for atomic layer deposition you multiply the classical rate of a hydrogen-transfer step by 1 + (ħw/kT)²/24, and you call w an imaginary frequency. What is imaginary about it, and what exactly is being corrected?

**A:** Let x be the coordinate along which the atom crosses, m its effective mass, and approximate the barrier near its top by

V(x) = V0 − m w² x²/2.

Newton's equation is d²x/dt² = w²x, with solutions e^(wt) and e^(−wt). Fitting these to the oscillator form e^(iΩt) would require Ω = ±iw. The imaginary number is Ω; w itself is real and positive.

What is corrected is the chance of crossing at a given energy. Take the motion along x to be separable from the other coordinates, so that their factors can be split off. In the "classical" rate only the crossing is classical: the factors of the other coordinates and the reactant partition function are taken to be the same in both rates. The correction therefore does not supply zero-point energies missing from a fully classical rate. Let the reactants be thermal, and let no later collision send a crossed atom back. States arriving from the left have density dp/(2πħ) per unit length and velocity dE/dp, so their flux per energy interval is

(dE/dp) dp/(2πħ) = dE/(2πħ).

If P(E) is the transmission probability, the rate is proportional to ∫ P(E) e^(−E/kT) dE. For an atom bound in a surface well, treating the incoming energies as continuous is a further assumption.

Classically P is 0 below V0 and 1 above it, and the integral is kT e^(−V0/kT). Dividing the quantum integral by this gives the correction factor

κ = (1/kT) ∫ P(E) e^(−Δ/kT) dΔ,  Δ = E − V0.

The reactant partition function is the same in both rates and cancels. The energy really starts at the lowest reactant energy, taken as E = 0. I first let the integral run from −∞.

**Q:** Then everything hangs on P(E). I don't want a semiclassical exponential, which can't be trusted near the top, where much of the thermal traffic passes.

**A:** The parabola can be solved without that approximation. Measure length in √(ħ/mw), momentum in √(ħmw) and time in 1/w. With x and p now dimensionless, [x,p] = i and

(H − V0)/ħw = h = (p² − x²)/2,  ε = Δ/ħw.

Define two new variables,

s = (p + x)/√2,  r = (p − x)/√2.

Keeping the operator order,

sr = (p² − x² + xp − px)/2,
rs = (p² − x² − xp + px)/2.

Their difference is xp − px, so [s,r] = i. Half their sum is h, so h = (sr + rs)/2 = sr − i/2. The equations of motion follow:

ds/dt = i[h,s] = i s[r,s] = s,
dr/dt = i[h,r] = i[s,r]r = −r.

Thus s grows as e^t and r decays as e^(−t). Since x = (s − r)/√2, at late times x ≈ s/√2, and the sign of s tells on which side the particle ends. At early times x ≈ −r/√2 and p ≈ r/√2, so positive r means arrival from the left, moving right.

**Q:** A stationary state has no early or late time. How do you get a probability from it?

**A:** By comparing fluxes, which are steady in a stationary state. In the r representation s acts as i d/dr, because this gives [s,r] = i. The equation hφ = εφ becomes

i r dφ/dr + (i/2)φ = εφ,
(r/φ) dφ/dr = −1/2 − iε.

A wave arriving from the left is therefore φ(r) = r^(−1/2−iε) for r > 0 and zero for r < 0. To see where it goes, transform to s. The function e^(irs) is the eigenfunction of r = −i d/ds, so

χ(s) = (2π)^(−1/2) ∫₀^∞ r^(−1/2−iε) e^(irs−δr) dr,

where a small δ > 0 makes the integral converge. The gamma-function integral ∫₀^∞ r^(z−1) e^(−cr) dr = Γ(z) c^(−z), with z = 1/2 − iε and c = δ − is, gives

χ(s) = (2π)^(−1/2) Γ(1/2 − iε) (δ − is)^(−1/2+iε).

As δ → 0, δ − is tends to |s|e^(−iπ/2) for s > 0 and to |s|e^(+iπ/2) for s < 0. Raising the phase factor to the power iε gives a real factor e^(+πε/2) or e^(−πε/2) respectively. The power −1/2 changes only the phase. Hence

|χ(s)|² = |Γ(1/2 − iε)|² e^(±πε)/(2π|s|),

with the upper sign for s > 0. The variable s moves with speed |s|, so density times speed is constant on each side, as it must be in a steady state. The ratio of transmitted to reflected flux is

P/(1 − P) = e^(πε)/e^(−πε) = e^(2πε),

where conservation of flux has been used to write the reflected part as 1 − P. Solving for P,

P = 1/(1 + e^(−2πΔ/ħw)).

At the top P = 1/2. Far below it P ≈ e^(−2π(V0−E)/ħw), the expected exponential. Above it P is less than 1: the wave is partly reflected by a barrier that a classical particle would clear.

**Q:** That step is smeared over an energy of order ħw. I'd expect a correction linear in ħw/kT. Why a square?

**A:** Write u = ħw/kT and integrate by parts:

κ = [−P e^(−Δ/kT)] + ∫ (dP/dΔ) e^(−Δ/kT) dΔ.

The bracket vanishes at the upper end. At the lower end it behaves as e^(Δ(2π/ħw − 1/kT)), which vanishes as Δ → −∞ if u < 2π. I assume that for now.

The remaining integral is an average of e^(−Δ/kT) with weight dP/dΔ. The weight is positive and has unit area, since P rises from 0 to 1. It is also even: P(−Δ) = 1 − P(Δ), and differentiating both sides gives equal slopes at Δ and −Δ. Odd powers of Δ therefore average to zero. The smeared step is as much a loss above V0 as a gain below it, and the Boltzmann factor tips the balance at second order:

κ = 1 + ⟨Δ²⟩/[2(kT)²] + terms of order u⁴.

**Q:** And the variance is where 24 is supposed to appear?

**A:** Half of it. Using evenness, then integrating by parts with dP/dΔ = −d(1 − P)/dΔ,

⟨Δ²⟩ = 2 ∫₀^∞ Δ² (dP/dΔ) dΔ = 4 ∫₀^∞ Δ(1 − P) dΔ.

The boundary term is zero at both ends. Since 1 − P = 1/(1 + e^(2πΔ/ħw)), put t = 2πΔ/ħw:

⟨Δ²⟩ = 4(ħw/2π)² ∫₀^∞ t/(1 + e^t) dt.

Expand 1/(1 + e^t) = e^(−t) − e^(−2t) + e^(−3t) − … and use ∫₀^∞ t e^(−nt) dt = 1/n². The integral is

1 − 1/4 + 1/9 − … = π²/6 − 2(1/4)(π²/6) = π²/12,

because the alternating sum is the full sum of 1/n² minus twice its even terms. Therefore

⟨Δ²⟩ = 4 (ħw)²/(4π²) × π²/12 = (ħw)²/12.

The second factor of 2 comes from expanding the exponential, and

κ = 1 + u²/24 + …

For a fixed curvature of V, w varies as 1/√m, so this correction varies as 1/m. A fourfold effective mass reduces it to a quarter.

**Q:** You said loss and gain cancel at first order. Show me the two sides separately.

**A:** Let a = 2π/u. Below the top put z = −Δ/kT; above it put z = +Δ/kT. Then κ = 1 + G − L, with

G = ∫₀^∞ e^z/(1 + e^(az)) dz,  L = ∫₀^∞ e^(−z)/(1 + e^(az)) dz.

Here G is the gain by tunnelling and L the loss by reflection. Expanding the denominator as before and integrating term by term, with all sums over n = 1, 2, 3, …,

G = Σ (−1)^(n+1)/(na − 1),  L = Σ (−1)^(n+1)/(na + 1).

For large a, 1/(na ∓ 1) = 1/(na) ± 1/(na)² + …. The alternating sums of 1/n and 1/n² are ln 2 and π²/12, so

G = u ln 2/(2π) + u²/48 + …,
L = u ln 2/(2π) − u²/48 + ….

The linear terms cancel in G − L, and each side supplies half of u²/24. Leaving out reflection above the barrier would leave a spurious linear term.

**Q:** How large is the part you have dropped? "Small u" isn't an error estimate.

**A:** The two sums combine, since 1/(na − 1) − 1/(na + 1) = 2/(n²a² − 1):

κ = 1 + 2 Σ (−1)^(n+1)/(n²a² − 1).

This has a closed form. Put b = 1/a, with 0 < b < 1, and expand cos(bθ) in a Fourier series on −π < θ < π. Its mean is sin(πb)/(πb), and the coefficient of cos(nθ) is

(1/π)[sin((b+n)π)/(b+n) + sin((b−n)π)/(b−n)] = (−1)^n [sin(πb)/π] 2b/(b² − n²).

Setting θ = 0 and dividing by sin(πb)/(πb),

πb/sin(πb) = 1 + 2 Σ (−1)^n b²/(b² − n²) = 1 + 2 Σ (−1)^(n+1)/(n²a² − 1).

Since πb = u/2,

κ = (u/2)/sin(u/2) = 1 + u²/24 + 7u⁴/5760 + …,  0 < u < 2π.

The last expansion follows from sin v/v = 1 − v²/6 + v⁴/120 − …, whose inverse is 1 + v²/6 + (1/36 − 1/120)v⁴ + …, with v = u/2.

For the error, note that u²/24 = (2/a²) Σ (−1)^(n+1)/n². Subtracting it from κ − 1 leaves

κ − 1 − u²/24 = 2 Σ (−1)^(n+1)/[n²a²(n²a² − 1)].

The terms alternate in sign and decrease in size. Their sum is positive and smaller than the first term, 2/[a²(a² − 1)]. For this parabola, with no floor on the energy and u < 2π, the leading formula is thus always too low.

**Q:** Put in numbers that could describe a surface step.

**A:** Take round model parameters: an imaginary wavenumber of magnitude 1000 cm⁻¹ and V0 = 500 meV. They belong to no particular material. The wavenumber gives ħw = 124 meV, and the standard deviation of the weight dP/dΔ is 124/√12 = 36 meV.

At 600 K, kT = 51.7 meV and u = 124/51.7 = 2.398. The leading formula gives

1 + 2.398²/24 = 1.240,

while the full parabolic result is

1.199/sin(1.199) = 1.287.

The difference is 0.047. With a = 2π/2.398 = 2.620, the bound on it is 2/(6.87 × 5.87) = 0.050. Numerical quadrature of the two partial integrals gives G = 0.467 and L = 0.180, so that 1 + G − L = 1.287. Reflection takes back more than a third of the tunnelling gain.

Other temperatures show the trend:

| T (K) | u | 1 + u²/24 | full κ |
|---|---:|---:|---:|
| 300 | 4.796 | 1.958 | 3.542 |
| 450 | 3.197 | 1.426 | 1.599 |
| 600 | 2.398 | 1.240 | 1.287 |
| 900 | 1.599 | 1.106 | 1.115 |

At 900 K the leading term supplies 93 % of the correction κ − 1; at 600 K, 84 %; at 300 K, 38 %. For small u this share is

(u²/24)/(u²/24 + 7u⁴/5760) = 1/(1 + 7u²/240),

which already gives 93 % at 900 K. The error relative to the whole rate is milder: about 4 % at 600 K, but 45 % at 300 K.

**Q:** If I fit the rate to an Arrhenius line, will I see this as a prefactor or as a lower barrier?

**A:** Both can change. The contribution of κ to the apparent activation energy is −d ln κ/d(1/kT), at fixed w and V0. With the leading formula,

−d ln κ/d(1/kT) = −kT (u²/12)/(1 + u²/24).

At 900 K, kT = 124/1.599 = 77.5 meV, and this is −77.5 × 0.213/1.106 ≈ −15 meV. The slope falls because κ grows on cooling. The full parabolic formula gives −17 meV at 900 K, and the tangent to the Arrhenius plot there has a prefactor 0.89 times the classical one, so both do change. Most atomic layer deposition runs below 900 K, and on cooling the leading formula gets worse: at 600 K it gives −20 meV, the full one −28 meV. All this concerns the elementary step alone; its effect on film growth depends on whether the step controls the overall rate.

**Q:** You integrated down to energy −∞. My reactants have a lowest energy.

**A:** With the floor at E = 0, G must stop at z = V0/kT. The part removed is

∫_(V0/kT)^∞ e^z/(1 + e^(az)) dz < e^(−(a−1)V0/kT)/(a − 1),  a > 1,

where the 1 in the denominator was dropped to obtain the bound. In the example quadrature gives a removed part of about 1 × 10⁻⁷ at 600 K and 0.008 at 300 K. Neither matters beside κ = 1.287 and 3.542. This assumes that the products lie no higher than the reactants. For an uphill step nothing is transmitted below the product floor, and V0 in the cutoff must be replaced by the barrier height seen from the product side: with products 300 meV above the reactants, the part removed at 300 K is 0.29.

The floor matters more as u approaches 2π: at 240 K the parabola gives κ = 20.9 without it and 14.4 with it. Letting the integral run to −∞ fails altogether when u reaches 2π, at

T = ħw/(2πk) = 229 K

for this w. Deep below the top the integrand of G behaves as e^((1−a)z). For a > 1 it decays with depth. For a < 1 it grows: the Boltzmann population rises faster on going down than the transmission falls, and the integral without a floor diverges.

At 200 K, u = 7.194. Quadrature with the floor in place gives κ ≈ 300 for V0 = 500 meV and κ ≈ 12 000 for V0 = 1000 meV, whereas the leading formula returns 3.2 for both. The two large values are no predictions for a real surface. They come mostly from energies far below the top, about half from within 100 meV of the floor, where nothing justifies the parabola. They show that curvature at the top no longer determines the rate.

**Q:** Real barriers flatten out even when the temperature is high. Does the 24 survive?

**A:** As the leading result for a barrier high compared with kT, yes in the case I can show. Consider V(x) = V0 sech²(x/L). Near x = 0 it is V0(1 − x²/L²), so w² = 2V0/(mL²) gives it the same top curvature as the parabola.

I solved its Schrödinger equation by the Numerov method, starting from an outgoing wave on the right and reading off the incoming amplitude on the left. The thermal average was then taken by Gauss–Legendre quadrature over energies within 4ħw of the top. The results for the correction κ − 1, relative to that of the full parabolic formula, are:

- V0/kT = 10, u = 1: ratio 1.094.
- V0/kT = 20, u = 1: ratio 1.047.
- V0/kT = 10, u = 0.5: ratio 1.099.

Doubling V0/kT halves the excess, from 9.4 % to 4.7 % of the parabolic correction. Halving u at fixed V0/kT hardly changes it, although κ − 1 itself falls from 0.0470 to 0.0115, about a factor of four. In this example, then, the shape of the barrier enters at the same order in ħ as u²/24, with a relative weight close to kT/V0. Small u alone does not remove it; a high barrier is needed too.

**Q:** Is the sign of that excess what you would expect?

**A:** Not from barrier thickness. Because tanh²(x/L) ≤ x²/L², the sech² barrier lies on or above its parabola everywhere, which by itself would suggest less tunnelling. Yet the computed correction is larger in these three cases, all with u ≤ 1. The sign is not general: at V0/kT = 20 and u = 4.8, close to the 300 K row of the example, the ratio is 0.81. These thermal totals do not show which energies are responsible, so I attach no mechanism to the sign.

**Q:** Then when may I use the simple factor?

**A:** When u is small enough for the accuracy you need, V0 is much larger than kT, the barrier stays close to its top parabola until it has fallen by several kT, and the assumptions of separable motion, thermal reactants and no recrossing hold. Height alone is not enough: a high barrier with a flattened top can fail the condition on shape. If u is moderate but still below 2π, (u/2)/sin(u/2) replaces the leading term, provided that the barrier remains parabolic over the energies that contribute. As u approaches 2π that range deepens, and the formula grows as 2π/(2π − u). There the remedy is the transmission probability of the actual barrier, averaged from the reactant floor upward.
